# Low-temperature heat conductance of a harmonic chain between two leads

## The problem

Atoms on a line are joined to their nearest neighbours by harmonic springs and move along the line. A finite centre, atoms $1$ to $N$, sits between two semi-infinite uniform chains, the leads. The left lead is at temperature $T_L$ and the right lead at $T_R$. Nothing else touches the atoms.

(a) Express the steady heat current through the centre's Green function.

(b) Find the thermal conductance $\kappa=dJ/dT$ at low temperature for two model chains. All springs are $5\ \mathrm{eV/Å^2}$.

- Chain A: both leads have atoms of 30 u, and the centre is one atom of 60 u.
- Chain B: the left lead has atoms of 30 u, the right lead atoms of 120 u, and the centre is one atom of 30 u.

The algebra uses atomic units, so $\hbar=1$ and $h=2\pi$. Boltzmann's constant $k$ is kept.

## A tempting solution

Phonons of frequency $\omega$ carry energy $\omega$. A fraction $\mathcal T(\omega)$ of their energy gets through, so

$$J=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathcal T(\omega)\,[n_L(\omega)-n_R(\omega)],\qquad n_\alpha=\frac{1}{e^{\omega/kT_\alpha}-1}.$$

At low temperature only small $\omega$ matters. Such phonons have wavelengths far longer than any structure in the chain, so they cannot notice it, and $\mathcal T\to1$. The remaining integral gives $\kappa=\pi^2k^2T/(3h)$. At 1 K this is $5.907\times10^{6}$ eV/(s K), for chain A and chain B alike.

## Where it fails

The current formula is right, though so far only asserted. The fault is the phrase "longer than any structure". The centre has a finite length, which a wavelength can exceed. A lead has none: a long wave that arrives in the right lead still travels in a different medium.

Join two long-wave media directly. Let lead $\alpha$ have mass $m_\alpha$, spring $K_\alpha$ and wave number $q$ per atom. At small $q$ its dispersion is $\omega=q\sqrt{K_\alpha/m_\alpha}$. A right-moving wave $u\,e^{i(qj-\omega t)}$ transmits the spring force

$$K_\alpha(u_j-u_{j+1})\approx-iK_\alpha q\,u_j=-i\omega Z_\alpha u_j,\qquad Z_\alpha=\sqrt{m_\alpha K_\alpha}.$$

A left-moving wave has the opposite sign. With incident, reflected and transmitted amplitudes $1,r,t$, continuity of displacement and force requires

$$1+r=t,\qquad Z_L(1-r)=Z_Rt\quad\Rightarrow\quad r=\frac{Z_L-Z_R}{Z_L+Z_R}.$$

The frequency has dropped out. If the impedances $Z_\alpha$ differ, reflection survives at any wavelength, however long. What remains is to derive the current formula and to find $\mathcal T(0)$ with an arbitrary centre in place.

## The right solution

### Eliminating the leads

Let $x$ be the column of centre displacements, $M$ the diagonal mass matrix and $\Phi$ the stiffness matrix. $\Phi$ includes the two boundary springs, which equal the springs of the adjoining leads. Let $u_\alpha$ be the displacement of the lead atom next to the centre. Then

$$M\ddot x=-\Phi x+K_Lu_L\,e_1+K_Ru_R\,e_N,$$

where $e_j$ is the unit column for atom $j$. These equations are linear, so they hold for the quantum operators as they stand.

Take the time factor $e^{-i\omega t}$. The motion of $u_L$ has two parts. One is the free thermal motion $u_L^0$ that the lead would have if atom 1 were held fixed. The other is the response to $x_1$. For a lead driven at its end, the response is an outgoing wave, so the first lead atom follows as $e^{iq}x_1$, with

$$m\omega^2=2K(1-\cos q)=4K\sin^2(q/2).$$

Hence $K_Lu_L=\xi_L-\sigma_Lx_1$, with

$$\xi_L=K_Lu_L^0,\qquad \sigma_L=-K_Le^{iq_L},$$

and likewise on the right. In Green-function language $\sigma_\alpha=K_\alpha^2g_\alpha$ is the retarded self-energy. Here $g_\alpha$ is the end element of $[m_\alpha(\omega+i0)^2-\Phi_\alpha]^{-1}$ for the lead with its neighbour held fixed, and $\Phi_\alpha$ is the lead's stiffness matrix. Indeed, the lead's equation of motion gives the response $-K_\alpha g_\alpha x_1$, which must equal $e^{iq}x_1$.

Let $\Sigma$ have the entries $\sigma_L$ at $(1,1)$ and $\sigma_R$ at $(N,N)$; for $N=1$ they add. The equation of the centre becomes $-M\omega^2x=-\Phi x-\Sigma x+\xi$, or

$$x=-G\,\xi,\qquad G=[M\omega^2-\Phi-\Sigma]^{-1},\qquad \xi=\xi_Le_1+\xi_Re_N.$$

The centre's own initial motion is absent. This assumes that its velocities and spring extensions have died out, which requires that no vibration is localized at the centre with a frequency outside the lead bands. Chains A and B have no such vibration. A constant rigid shift does survive: an initial momentum $P$ of the centre leaves it displaced by $P/(Z_L+Z_R)$. The shift stretches no spring and carries no current, so it is left out of $x$.

### The thermal noise

For two steady fluctuating quantities define the spectrum $S_{ab}$ by $\langle ab\rangle=\int\frac{d\omega}{2\pi}S_{ab}(\omega)$, with the product symmetrized and both taken at the same time. If $a=A\xi$ and $b=B\xi$ at each frequency, then $S_{ab}=A\,S_\xi B^*$.

The free lead is a set of oscillators. One of unit mass and frequency $\Omega$ has $\langle q(t)q(0)\rangle=\frac{n(\Omega)+1/2}{\Omega}\cos\Omega t$, hence the spectrum

$$\frac{\pi}{\Omega}\left[n(\Omega)+\tfrac12\right]\left[\delta(\omega-\Omega)+\delta(\omega+\Omega)\right].$$

Its retarded function is

$$\frac{1}{(\omega+i0)^2-\Omega^2}=\frac1{2\Omega}\left[\frac1{\omega-\Omega+i0}-\frac1{\omega+\Omega+i0}\right].$$

Since $\mathrm{Im}\,(y+i0)^{-1}=-\pi\delta(y)$, minus twice its imaginary part is $\frac{\pi}{\Omega}[\delta(\omega-\Omega)-\delta(\omega+\Omega)]$. The function $n(\omega)+\frac12=\frac12\coth(\omega/2kT)$ is odd in $\omega$. Multiplying by it turns the second expression into the first. Summing over the lead's oscillators with their weights gives

$$S_\alpha=\left(n_\alpha+\tfrac12\right)\gamma_\alpha,\qquad \gamma_\alpha=i(\sigma_\alpha-\sigma_\alpha^*)=-2\,\mathrm{Im}\,\sigma_\alpha=2K_\alpha\sin q_\alpha .$$

The last form holds inside the band for $\omega>0$. Above the band $\sigma_\alpha$ is real and $\gamma_\alpha=0$.

The two leads are uncorrelated, so the displacement spectrum is $D=G(S_Le_1e_1^T+S_Re_Ne_N^T)G^\dagger$. This is the Keldysh equation for the symmetrized Green function. Its first element is

$$D_{11}=|G_{11}|^2S_L+|G_{1N}|^2S_R .$$

### The current

Define $J$ as the power that the left boundary spring delivers to atom 1:

$$J=\langle\dot x_1F\rangle,\qquad F=K_L(u_L-x_1)=\xi_L-(\sigma_L+K_L)x_1 .$$

This depends on a velocity and a spring extension, both of which are steady. The displacement $x_1$ is not, because a free chain wanders, as the low-frequency limit will show. It would therefore be unsafe to split the spring energy $\frac12K_L(u_L-x_1)^2$ into its three products and to treat one of them as constant.

The velocity is $\dot x_1=-i\omega x_1=i\omega(G\xi)_1$. The two parts of $F$ contribute

$$S_{\dot xF}=i\omega G_{11}S_L+i\omega D_{11}(\sigma_L^*+K_L).$$

The second sign is positive because $-i\omega$ meets the minus sign in $F$. The current is real, so only the real part counts. The imaginary part is odd in $\omega$ and, for the free chain, finite at $\omega=0$, so it integrates to zero. The real constant $K_L$ drops out, and $\mathrm{Im}\,\sigma_L=-\gamma_L/2$. Thus

$$J=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega\left[-\mathrm{Im}\,G_{11}\,S_L-\tfrac12\gamma_LD_{11}\right].$$

To rewrite $\mathrm{Im}\,G_{11}$, use

$$G-G^\dagger=G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger=-iG(\Gamma_L+\Gamma_R)G^\dagger,$$

with $\Gamma_L=\gamma_Le_1e_1^T$ and $\Gamma_R=\gamma_Re_Ne_N^T$. Its $(1,1)$ element gives

$$-\mathrm{Im}\,G_{11}=\tfrac12\left(\gamma_L|G_{11}|^2+\gamma_R|G_{1N}|^2\right).$$

Insert this and $S_\alpha=(n_\alpha+\frac12)\gamma_\alpha$. The square bracket becomes

$$\tfrac12\left(n_L+\tfrac12\right)\gamma_L\left(\gamma_L|G_{11}|^2+\gamma_R|G_{1N}|^2\right)-\tfrac12\gamma_L\left[\left(n_L+\tfrac12\right)\gamma_L|G_{11}|^2+\left(n_R+\tfrac12\right)\gamma_R|G_{1N}|^2\right].$$

The terms with $|G_{11}|^2$ cancel: they describe energy that the left lead sends in and takes back. The zero-point halves cancel too. What is left is $\frac12\gamma_L\gamma_R|G_{1N}|^2(n_L-n_R)$. Under $\omega\to-\omega$ both $\gamma$'s change sign, as do $\omega$ and $n_L-n_R$, so the integrand is even. Folding it onto $\omega>0$ removes the factor $\frac12$:

$$J=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathcal T(\omega)(n_L-n_R),\qquad \mathcal T=\gamma_L\gamma_R|G_{1N}|^2=\mathrm{Tr}\left[G\,\Gamma_LG^\dagger\,\Gamma_R\right].$$

This is the phonon Caroli formula, the answer to (a). It holds for harmonic forces; phonon-phonon scattering is outside it.

### The transmission at low frequency

For small $\omega$, $q_\alpha\approx\omega\sqrt{m_\alpha/K_\alpha}$, so

$$\sigma_\alpha\approx-K_\alpha(1+iq_\alpha)=-K_\alpha-i\omega Z_\alpha,\qquad \gamma_\alpha\approx2\omega Z_\alpha .$$

The constants $-K_\alpha$ cancel the boundary springs in $\Phi$. There remains the stiffness $\Phi_0$ of the internal springs, which do not resist a rigid shift: each row and each column of $\Phi_0$ sums to zero. Each lead acts as a damper of strength $Z_\alpha$.

The last column of $G$ is the solution $y$ of

$$\left[M\omega^2-\Phi_0+i\omega(Z_Le_1e_1^T+Z_Re_Ne_N^T)\right]y=e_N .$$

Add all rows. The springs drop out:

$$\omega^2\sum_jM_jy_j+i\omega(Z_Ly_1+Z_Ry_N)=1 .$$

So $y$ is of order $1/\omega$. The forces on the atoms are then of order one, and so are the differences between the $y_j$. To leading order all $y_j$ are equal, and the mass term is smaller than the damping term by a factor of order $\omega$. Therefore

$$G_{1N}\to\frac{1}{i\omega(Z_L+Z_R)},\qquad \mathcal T(0)=\frac{(2\omega Z_L)(2\omega Z_R)}{\omega^2(Z_L+Z_R)^2}=\frac{4Z_LZ_R}{(Z_L+Z_R)^2}.$$

Masses and springs of the centre have vanished. That part of the tempting argument was sound. The leads remain, and $\mathcal T(0)=1$ requires $Z_L=Z_R$.

The same limit shows the wandering. At low frequency $\dot x_1\to(\xi_L+\xi_R)/(Z_L+Z_R)$ and $S_\alpha\to(kT_\alpha/\omega)(2\omega Z_\alpha)=2kT_\alpha Z_\alpha$. A velocity with a nonzero spectrum at $\omega=0$ makes $\langle x_1^2\rangle$ grow at a rate equal to that spectrum, here $2k(T_LZ_L+T_RZ_R)/(Z_L+Z_R)^2$.

If springs also tie centre atoms to a fixed substrate, a rigid shift costs energy. $G_{1N}$ then stays finite, and $\mathcal T\propto\omega^2$ vanishes at $\omega=0$. The conductance falls as $T^3$ instead of $T$.

### The conductance

Let $T_L-T_R$ be small and put $x=\omega/kT$ (from here on $x$ is this number). Then $\partial n/\partial T=(x/T)\,e^x/(e^x-1)^2$, and with $\omega=kTx$, $d\omega=kT\,dx$,

$$\kappa=\frac{k^2T}{2\pi}\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}\,\mathcal T(xkT)\,dx .$$

As $T\to0$ the transmission may be replaced by $\mathcal T(0)$. Expanding $e^x/(e^x-1)^2=\sum_{j\ge1}j\,e^{-jx}$ and using $\int_0^\infty x^2e^{-jx}dx=2/j^3$,

$$\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}dx=\sum_{j\ge1}\frac{2}{j^2}=\frac{\pi^2}{3}.$$

Since $2\pi=h$,

$$\kappa\to\frac{4Z_LZ_R}{(Z_L+Z_R)^2}\;\frac{\pi^2k^2T}{3h}.$$

The second factor is the conductance quantum $\kappa_0$. One direction of motion along one chain is one channel; channels that do not mix add.

## Chain A: equal leads, one heavy atom

Here $\mathcal T(0)=1$, so $\kappa\to\kappa_0$. At 1 K this is $5.907\times10^6$ eV/(s K), or $9.464\times10^{-13}$ W/K. The tempting answer is right in this case.

The full transmission shows how far the limit reaches. Let the central mass be $m(1+\varepsilon)$. With $N=1$,

$$G^{-1}=m(1+\varepsilon)\omega^2-2K+2Ke^{iq}=\varepsilon m\omega^2+2iK\sin q,$$

because $m\omega^2=2K-2K\cos q$. Let $s=\omega/\omega_{\max}=\sin(q/2)$, where $\omega_{\max}=2\sqrt{K/m}$. Then $m\omega^2=4Ks^2$ and $\sin^2q=4s^2(1-s^2)$, so

$$\mathcal T=\frac{4K^2\sin^2q}{4K^2\sin^2q+\varepsilon^2m^2\omega^4}=\frac{1-s^2}{1-s^2+\varepsilon^2s^2}.$$

For chain A, $\varepsilon=1$ and $\mathcal T=1-s^2$. For a uniform chain, $\varepsilon=0$ and $\mathcal T=1$ throughout the band.

With $\hbar^2/(1\ \mathrm u)=4.1802\times10^{-3}\ \mathrm{eV\,Å^2}$, the top phonon energy is

$$2\sqrt{5\times4.1802\times10^{-3}/30}\ \mathrm{eV}=0.0528\ \mathrm{eV}.$$

At half this energy $s=\frac12$ and $q=\pi/3$. Each lead has $\gamma=2\times5\times0.8660=8.660\ \mathrm{eV/Å^2}$. The real part of $G^{-1}$ is $4\times5\times\frac14=5\ \mathrm{eV/Å^2}$, so $|G|^2=1/(25+75)=0.0100\ \mathrm{Å^4/eV^2}$. The Caroli formula gives $\mathcal T=8.660^2\times0.0100=0.750$, in agreement with $1-s^2$.

For small $s$, $\mathcal T\approx1-\varepsilon^2s^2$. The correction needs $\int_0^\infty x^4e^x/(e^x-1)^2dx=\sum_j24/j^4=4\pi^4/15$. Divided by $\pi^2/3$ this is $4\pi^2/5$, so to leading order

$$\frac{\kappa}{\kappa_0}\approx1-\frac{4\pi^2}{5}\,\varepsilon^2\left(\frac{kT}{\omega_{\max}}\right)^2 .$$

Numerical quadrature of the conductance integral gives these ratios to $\kappa_0$ at the same temperature:

| $T$ (K) | uniform chain | chain A |
|---|---|---|
| 5 | 1.0000 | 0.9995 |
| 20 | 1.0000 | 0.9916 |
| 100 | 0.9655 | 0.8074 |
| 300 | 0.5568 | 0.3874 |

At 20 K the leading correction also gives 0.9916. The loss there, 0.0084, should be 16 times smaller at 5 K; that is 0.0005, as in the table.

The uniform chain departs from $\kappa_0$ for another reason: its band ends at $\omega_{\max}$, while $\kappa_0$ counts phonons of any energy. When $kT\gg\omega_{\max}$, the factor $x^2e^x/(e^x-1)^2$ tends to 1 over the band, and $\kappa\to k\omega_{\max}/h=1.100\times10^9$ eV/(s K), independent of $T$. At 300 K the uniform chain has $9.87\times10^8$ eV/(s K), about 90% of that limit. For chain A this limit is multiplied by $\int_0^1(1-s^2)\,ds=\frac23$.

## Chain B: unequal leads

The springs are equal and the masses differ by a factor 4, so $Z_R/Z_L=\sqrt4=2$ and

$$\mathcal T(0)=\frac{4\times2}{(1+2)^2}=\frac89=0.8889 .$$

Quadrature of the full integral at 1 K gives the same ratio to four digits. The conductance at 1 K is therefore

$$\kappa=0.8889\times5.907\times10^6=5.251\times10^6\ \mathrm{eV/(s\,K)},$$

or $8.413\times10^{-13}$ W/K. The tempting answer is too large by one eighth of the correct value. Cooling does not remove this error, because the reflection at the change of medium does not depend on frequency in the long-wave limit.

All numerical values are calculated from the stated model.
